# Numerov integration for a spherical-well trap: convergence at a sharp edge

## Definitions and conventions

A localized electron trap is modelled by the potential $V(r)=-V_0$ for $r<a$ and $V(r)=0$ for $r>a$. The effective mass $m$ is the same on both sides. Hartree atomic units are used. For angular momentum $l$ the radial function $u(r)$, which is $r$ times the radial wavefunction, obeys

$$u''=g\,u,\qquad g(r)=\frac{l(l+1)}{r^2}+2m\,[V(r)-E],$$

with $u(0)=0$, $u\to0$ at large $r$ and $\int_0^\infty u^2dr=1$. Bound levels have $-V_0<E<0$. Let $k^2=2m(V_0+E)$ and $\kappa^2=-2mE$.

The potential jumps but stays finite, so $u$ and $u'$ are continuous at $a$, while $u''$ jumps. For $l=0$, $u\propto\sin kr$ inside and $u\propto e^{-\kappa r}$ outside, and equal logarithmic derivatives give

$$k\cot ka=-\kappa .$$

For general $l$, $u\propto r\,j_l(kr)$ inside and $u\propto r\,k_l(\kappa r)$ outside, where $k_l$ is the decaying modified spherical Bessel function. The factor $r$ contributes $1/a$ to both sides and cancels:

$$k\,\frac{j_l'(ka)}{j_l(ka)}=\kappa\,\frac{k_l'(\kappa a)}{k_l(\kappa a)} .$$

These levels are exact for the model and serve as the reference.

The grid is $r_n=nh$. The edge lies at $a=(j+\theta)h$ with $0\le\theta<1$, and nodes up to number $j$ carry $-V_0$ unless another rule is stated. We write $\delta^2u_n=u_{n+1}-2u_n+u_{n-1}$ and $f=u''=gu$.

## A tiny example by hand

Taylor expansion of smooth functions gives

$$\delta^2u=h^2f+\frac{h^4}{12}f''+\frac{h^6}{360}f''''+\dots,\qquad \delta^2f=h^2f''+\frac{h^4}{12}f''''+\dots$$

Eliminating $f''$ leaves the coefficient $\frac1{360}-\frac1{144}=-\frac1{240}$:

$$\delta^2u_n=\frac{h^2}{12}(f_{n+1}+10f_n+f_{n-1})-\frac{h^6}{240}u^{(6)}+\dots$$

Dropping the last term gives Numerov's rule.

Now apply it where the expansion fails. Take $h=1$ and let $f$ be a unit step, with $f_n=0$ for $n\le0$ and $f_n=1$ for $n\ge1$. Start with $u_{-1}=u_0=0$. Then

- $u_1=0+\frac1{12}=\frac1{12}$,
- $u_2=\frac2{12}-0+\frac{11}{12}=\frac{13}{12}$,
- $u_3=\frac{26}{12}-\frac1{12}+1=\frac{37}{12}$.

These values, and the later ones, are $u_n=\frac{n^2}2-\frac n2+\frac1{12}$, whose second difference is 1 as required. If the true step is at $x=\theta$, the true solution is $(n-\theta)^2/2$. The error is therefore

$$u_n-\tfrac12(n-\theta)^2=(\theta-\tfrac12)\,n+\tfrac1{12}-\tfrac12\theta^2 .$$

It grows linearly unless $\theta=\frac12$, when a constant $-\frac1{24}$ remains. Numerov thus places the step at the middle of the cell, wherever in the cell it really is, and adds a small offset. With step height $J$ and spacing $h$ the offset is $-Jh^2/24$. The rest of the analysis carries these two facts over to an eigenvalue.

## The algorithm in general

Define $y_n=(1-h^2g_n/12)u_n$. Moving the $f_{n\pm1}$ terms of Numerov's rule to the left gives

$$y_{n+1}=2y_n-y_{n-1}+h^2g_nu_n,\qquad u_{n+1}=\frac{y_{n+1}}{1-h^2g_{n+1}/12}.$$

One sweep runs outward from the origin and one inward from a distant radius $R$, where $u=0$ is imposed. The inward sweep follows its solution in the direction in which it grows. The outward sweep follows one that grows near the origin and then oscillates inside the well. In neither case does the unwanted solution outgrow the wanted one exponentially. They meet at a node $M$ near the edge. The rule at $M$ itself reads

$$y_{M+1}+y_{M-1}=2y_M+h^2g_Mu_M=\left(2+\tfrac{10}{12}h^2g_M\right)u_M .$$

Scaling both sweeps to the same value at $M$ and clearing denominators gives the matching condition

$$D(E)=y^{\rm out}_{M-1}u^{\rm in}_M+y^{\rm in}_{M+1}u^{\rm out}_M-\left(2+\tfrac{10}{12}h^2g_M\right)u^{\rm out}_Mu^{\rm in}_M=0 .$$

This form has no poles where a sweep vanishes at $M$. A root is bracketed by a sign change and refined; a well with several levels of one $l$ needs an energy scan first. Every choice of $M$ imposes the same rule at all interior nodes, so the level does not depend on $M$.

The start at the origin needs care. For $l=0$, $y_0=0$ and $u_1$ is arbitrary. For $l=1$, insert $u=r^2(1+\alpha r^2)$ and $q=2m[V(0)-E]$:

$$2+12\alpha r^2=2+(2\alpha+q)r^2+\dots\quad\Rightarrow\quad\alpha=q/10 .$$

Here $gu\to2$ at the origin although $u\to0$, so

$$y_0=-\frac{h^2}{12}\cdot2=-\frac{h^2}6,\qquad u_1=h^2\left(1+\frac{qh^2}{10}\right).$$

Suppose $y_0=0$ is used instead. Near the origin $h^2g_n\approx2/n^2$ contains no $h$, so the wrong start produces $u_n\propto n^2+\beta/n$ at large $n$, with $\beta$ a fixed number. In terms of $r$ this is $r^2+\beta h^3/r$. The singular solution enters with weight $h^3$ and shifts the level by order $h^3$.

## From local residual to energy error

Let $u$ be the exact solution at energy $E$, and $U$ the discrete one at $E_h$. The residual $\tau_n$ of the exact solution is defined by

$$\delta^2u_n=\frac{h^2}{12}(f_{n+1}+10f_n+f_{n-1})+\tau_n,\qquad f_n=g_nu_n .$$

With $v_n=u_n-h^2f_n/12$ this becomes $\delta^2v_n=h^2g_nu_n+\tau_n$. The discrete solution has $y_n=(1-h^2G_n/12)U_n$ and $\delta^2y_n=h^2G_nU_n$, where $G_n=g_n-2m(E_h-E)$.

Take $l=0$. All functions vanish at the origin and, to negligible error, at $R$, so summation by parts gives $\sum(y_n\delta^2v_n-v_n\delta^2y_n)=0$. Inserting the two equations,

$$\sum_n\left[h^2(y_ng_nu_n-v_nG_nU_n)+y_n\tau_n\right]=0 .$$

In the round bracket the terms $\mp h^2g_nG_nu_nU_n/12$ cancel, leaving $(g_n-G_n)u_nU_n=2m(E_h-E)u_nU_n$. Hence

$$E_h-E=-\frac{\sum_ny_n\tau_n}{2mh^2\sum_nU_nu_n}.$$

For $l=1$ a boundary term of magnitude $|y_0v_1-v_0y_1|$ remains at the origin. With the correct start, $y_0/y_1$ and $v_0/v_1$ both equal $-\frac15$ up to a relative correction of order $h^4$, because the terms in $qh^2$ cancel in $y_1$ and $v_1$. Each product is of order $h^4$, so the boundary term is of order $h^8$. The energy term $2mh^2(E_h-E)\sum U_nu_n$ is of order $h^2$ or $h^3$ for the sampled edges below, so their leading results are unchanged.

For a smooth potential and $l=0$, insert $\tau=-h^6u^{(6)}/240$ and replace $y$ and $U$ by $u$:

$$E_h-E\simeq\frac{h^4}{480\,m}\int_0^\infty u\,u^{(6)}dr .$$

This is the nominal fourth order. It requires a sixth derivative, which the sharp well lacks at $a$.

## The residual at the edge

Since $u'$ is continuous, integrating $u''$ twice gives a formula that survives the jump:

$$\delta^2u_n=\int_{-h}^{h}(h-|s|)\,f(r_n+s)\,ds .$$

So $\tau_n$ is this weighted integral minus Numerov's three-point sum. Outside minus inside, the jumps at $a$ are

$$J_0=[u'']=2mV_0u(a),\qquad J_1=[u''']=2mV_0u'(a).$$

The second follows from $u'''=g'u+gu'$, because the centrifugal part of $g'$ is continuous. Near $a$, $f$ is a function with continuous first derivative plus a step $J_0$ and a ramp $J_1(r-a)$, both present for $r>a$ only. The remaining jump in $f''$ gives residuals of order $h^4$, which affect the energy only at order $h^3$.

**Edge at a cell midpoint, $\theta=\frac12$.** For a unit step,

$$\tau_j=\frac{h^2}8-\frac{h^2}{12}=\frac{h^2}{24},\qquad \tau_{j+1}=\frac{7h^2}8-\frac{11h^2}{12}=-\frac{h^2}{24}.$$

The sum vanishes and a dipole remains. For a unit ramp,

$$\tau_j=\frac{h^3}{48}-\frac{h^3}{24}=-\frac{h^3}{48},\qquad \tau_{j+1}=\frac{25h^3}{48}-\frac{26h^3}{48}=-\frac{h^3}{48}.$$

To leading order $y_{j+1}-y_j=hu'(a)$. Therefore

$$\sum_n y_n\tau_n\simeq-\frac{h^3}{24}(J_0u'+J_1u)=-\frac{h^3}6mV_0\,u(a)u'(a).$$

The differences $U-u$ and $y-U$ are of order $h^2$ here. Multiplied by $\tau=O(h^2)$ they change the sum at order $h^4$. With $\sum U_nu_n\simeq1/h$,

$$E_h-E=+\frac{h^2}{12}V_0\,u(a)u'(a)+O(h^3).$$

**Edge on a node that carries $-V_0/2$.** A unit step now gives $\tau_{j-1}=-h^2/24$, $\tau_j=0$ and $\tau_{j+1}=+h^2/24$. A unit ramp gives $\tau_j=h^3/6-h^3/12=h^3/12$ and nothing at the neighbours. The dipole arms are $2h$ apart, so

$$\sum_n y_n\tau_n\simeq\frac{h^3}{12}(J_0u'+J_1u)=\frac{h^3}3mV_0uu',\qquad E_h-E=-\frac{h^2}6V_0uu'+O(h^3).$$

Averaging the potential removes the first-order error, but not the second-order one.

## An edge anywhere in the cell

The node potentials are the same for every $\theta$ in the cell. The sampled problem is therefore also that of a well ending at the midpoint $a'=(j+\frac12)h$, to which the midpoint result applies:

$$E_h=E(a')+\frac{h^2}{12}V_0u(a')u'(a')+O(h^3),$$

where $u$ belongs to radius $a'$. Widening the well by $da$ adds $-V_0$ in a shell holding probability $u(a)^2da$, so first-order perturbation theory gives $dE/da=-V_0u(a)^2$. Since $a'-a=(\frac12-\theta)h$,

$$E_h-E(a)=-hV_0u(a)^2\left(\tfrac12-\theta\right)+O(h^2).$$

For a fixed trap radius, $\theta$ generally changes as the grid is refined, unless $h$ is chosen to hold it fixed. The error can then change sign instead of falling steadily, and a plain extrapolation in powers of $h$ should use grids with the same $\theta$.

The loss is one of information. Two wells whose edges lie near opposite ends of one cell have levels about $hV_0u(a)^2$ apart, yet supply the same node values. A method that sees nothing else must be wrong by at least half this amount for one of them, whatever its nominal order.

The size of the error follows from the edge density. For $l=0$, scale $u$ so that $u(a)=1$. The norm is

$$\frac{a}{2\sin^2ka}-\frac{\cot ka}{2k}+\frac1{2\kappa}
=\frac{a(k^2+\kappa^2)}{2k^2}+\frac{\kappa}{2k^2}+\frac1{2\kappa}
=\frac{(k^2+\kappa^2)(1+\kappa a)}{2\kappa k^2},$$

where $\cot ka=-\kappa/k$ was used. The normalized density is its inverse,

$$u(a)^2=\frac{2\kappa k^2}{(1+\kappa a)(k^2+\kappa^2)} .$$

Two limits are useful.

- **Shallow level**, $\kappa a\to0$: $u(a)^2\to2\kappa$, while $|E|=\kappa^2/2m$. The relative error is $4mV_0h|\frac12-\theta|/\kappa$. It grows as the level approaches threshold, and the expansion needs this ratio to be small.
- **Hard wall**, $V_0\to\infty$: since $k^2+\kappa^2=2mV_0$, the slope $V_0u(a)^2$ tends to the finite value $k^2/(ma)$. The midpoint error, however, has magnitude $h^2\kappa V_0u(a)^2/12$ and grows with $\kappa$. The expansion in $h$ requires $\kappa h\ll1$ as well as $kh\ll1$.

## Restoring fourth order

Choose $h=a/j$, so that the edge is a node, and never let one Numerov step mix the two potentials. The outward sweep keeps the inner potential $-V_0$ and runs one node past $a$. The inward sweep keeps $V=0$ and runs one node inside $a$. These extra values are smooth continuations used to obtain derivatives; they are not values of the physical function.

On either side, with subscripts $\pm$ for $a\pm h$,

$$u_+-u_-=2hu'+\frac{h^3}3u'''+\frac{h^5}{60}u^{(5)}+\dots,\qquad f_+-f_-=2hu'''+\frac{h^3}3u^{(5)}+\dots$$

Subtracting $h^2/6$ times the second from the first removes $u'''$:

$$u'(a)=\frac{(1-h^2g_+/6)u_+-(1-h^2g_-/6)u_-}{2h}+\frac{7h^4}{360}u^{(5)}+\dots$$

The level is the root of $u'_{\rm in}u_{\rm out}-u_{\rm in}u'_{\rm out}=0$ at $a$. Both the sweeps and the derivatives have errors of order $h^4$, so the level does too. If the masses differed, $u'$ would no longer be continuous and this condition would have to be changed.

## Worked example

The round parameters are $m=0.5$, $V_0=0.16$ hartree (4.354 eV) and $a=10$ bohr (0.529 nm). They are illustrative and not fitted to any material. Lattice relaxation, charging and a mass difference between trap and host are left out. A level several eV deep and confined to half a nanometre also lies outside the range where a single parabolic effective mass describes a real defect quantitatively, so the numbers test the grid method and do not describe a real trap.

The well strength is $a\sqrt{2mV_0}=4$. A new s level appears when $\cot ka=0$ at $\kappa=0$, that is at strengths $\pi/2,3\pi/2,\dots$, so there is one s level. For $l=1$ the outer solution at threshold is $1/r$, which requires $u'+u/r=0$ at $a$. With $u=\sin z/z-\cos z$ and $z=kr$, this combination equals $k\sin z$, so p levels appear at $\pi,2\pi,\dots$, and there is one p level. The exact energies are

$$E_s=-0.098765\ \text{hartree}=-2.688\ \text{eV},\qquad E_p=-0.039455\ \text{hartree}=-1.074\ \text{eV}.$$

For the s level, $k=0.24746$ and $\kappa=0.31427$ per bohr, and

$$u(a)^2=\frac{2(0.31427)(0.24746)^2}{(4.1427)(0.16)}=0.05807\ \text{bohr}^{-1}.$$

Hence $V_0u(a)^2=0.009291$ hartree/bohr, which agrees with minus the numerical derivative of the exact level with respect to $a$.

The signed s-level errors $E_h-E$, in hartree, are:

| Edge treatment | $j=40$ | $j=80$ | Order |
|---|---|---|---|
| node, inner $V$ | $-1.161\times10^{-3}$ | $-5.805\times10^{-4}$ | 1.000 |
| $\theta=0.25$ | $-5.881\times10^{-4}$ | $-2.922\times10^{-4}$ | 1.013 |
| midpoint | $-1.483\times10^{-5}$ | $-3.755\times10^{-6}$ | 2.000 |
| node, mean $V$ | $2.993\times10^{-5}$ | $7.543\times10^{-6}$ | 1.988 |
| split matching | $-1.027\times10^{-8}$ | $-6.417\times10^{-10}$ | 4.000 |

The p level shows the same pattern, with orders 1.000, 1.010, 2.001, 1.984 and 4.002.

The first row can be checked by hand. At $j=80$, $h=0.125$ bohr and $\theta=0$, so the predicted error is $-\frac12(0.125)(0.009291)=-5.81\times10^{-4}$ hartree. This is about 16 meV of false binding. In a trap shallow enough to empty thermally, with a rate proportional to $e^{-|E|/k_BT}$, a shift of this size would make the calculated room-temperature rate too low by a factor of about 1.8, since $k_BT$ is roughly 26 meV. The present level, 2.69 eV deep, has no measurable thermal emission at room temperature.

For the midpoint row, $h=10/80.5=0.12422$ bohr and $u(a)u'(a)=-0.018249$ bohr$^{-2}$. The prediction is

$$\frac{(0.12422)^2(0.16)(-0.018249)}{12}=-3.755\times10^{-6}\ \text{hartree},$$

as found. For the mean-value node the prediction is $7.604\times10^{-6}$, which is 0.8% above the result at $j=80$. At $j=40$ the corresponding difference is 1.6%. Its halving with $h$ is what an $h^3$ term in the energy produces.

At $\theta=0.25$ and $j=80$ the total s-level error is $-2.922\times10^{-4}$ hartree, but measured from the exact level of radius $a'=10.0312$ bohr it is only $-3.758\times10^{-6}$, equal to the predicted midpoint term at the printed precision. Nearly all of the error is thus a displaced edge. At $\theta=0.75$ the scaled error $(E_h-E)/h$ is $+0.00230$ hartree/bohr, against $-0.00235$ at $\theta=0.25$, which confirms the change of sign.

Three further tests separate the possible causes of error. On the midpoint grid with $j=40$, dense diagonalization and sweeps matched at nodes 30 and 40 give the same level to the twelve printed decimals, and the residual identity reproduces the error $-1.483\times10^{-5}$ hartree. The matching is therefore not the source of the lost order. For the p level with split matching, the false start $y_0=0$ shifts the energy by $-5.28\times10^{-7}$ hartree at $j=40$ and $-6.60\times10^{-8}$ at $j=80$, which is order 3.000. At $j=80$ this exceeds the split-matching error of $-1.06\times10^{-9}$ by a factor of about 60, so the wrong start dominates the error and the fourth order is lost. The level is still much closer than on the midpoint grid, where the p-level error at $j=80$ is $-4.97\times10^{-6}$ hartree.

Finally, the sharp edge is replaced by $V=-V_0/[1+e^{(r-a)/w}]$ with $w=1$ bohr, on the same off-centre grids with $\theta=0.25$. Relative to the $j=160$ result, the s-level errors are $-1.07\times10^{-7}$ hartree at $j=20$ and $-6.80\times10^{-9}$ at $j=40$, an order of 4.008. The same sweeps and the same matching recover the nominal order once the jump is replaced by an edge that the grid resolves, which identifies the discontinuity as the cause of its loss. A continuous edge much narrower than $h$ is not resolved, and fourth order is lost again. If no node lies inside the edge, the node values are those of the sharp well and the first-order law applies. If a node does lie inside it, that node carries an intermediate potential; for this symmetric edge centred on a node the value is $-V_0/2$, which is the mean-value rule with its second-order error. The full set of values is in the numerical output below.

## Numbers as computed

```
mass 0.5 m_e; depth V0 0.16 hartree = 4.3538 eV
radius a 10.0 bohr = 0.5292 nm; outer end 100.0 bohr
well strength a*sqrt(2 m V0) = 4.0000
l=0: exact E -0.0987646972 hartree = -2.68752 eV
  u(a)^2 0.058067 /bohr; u(a)u'(a) -0.018249 /bohr^2
  dE/da numerical -0.0092908, -V0 u(a)^2 -0.0092908 hartree/bohr
  errors E_h-E in hartree for j=20, 40, 80; order from last two
  edge node, inner V: -2.320e-03, -1.161e-03, -5.805e-04; order 1.000
  theta=0.25: -1.190e-03, -5.881e-04, -2.922e-04; order 1.013
  midpoint edge: -5.790e-05, -1.483e-05, -3.755e-06; order 2.000
  edge node, mean V: 1.177e-04, 2.993e-05, 7.543e-06; order 1.988
  split matching: -1.645e-07, -1.027e-08, -6.417e-10; order 4.000
  theta=0.25, j=80: h 0.124611, a' 10.031153 bohr
  E_h-E(a') -3.7583e-06, predicted -3.7583e-06 hartree
  mean V, j=80: E_h-E 7.5429e-06, predicted 7.6036e-06 hartree
l=1: exact E -0.0394545787 hartree = -1.07361 eV
  u(a)^2 0.104134 /bohr; u(a)u'(a) -0.024171 /bohr^2
  dE/da numerical -0.0166615, -V0 u(a)^2 -0.0166615 hartree/bohr
  errors E_h-E in hartree for j=20, 40, 80; order from last two
  edge node, inner V: -4.163e-03, -2.082e-03, -1.041e-03; order 1.000
  theta=0.25: -2.115e-03, -1.050e-03, -5.228e-04; order 1.010
  midpoint edge: -7.689e-05, -1.966e-05, -4.974e-06; order 2.001
  edge node, mean V: 1.541e-04, 3.941e-05, 9.963e-06; order 1.984
  split matching: -2.731e-07, -1.699e-08, -1.061e-09; order 4.002
  theta=0.25, j=80: h 0.124611, a' 10.031153 bohr
  E_h-E(a') -5.0016e-06, predicted -5.0008e-06 hartree
  mean V, j=80: E_h-E 9.9626e-06, predicted 1.0071e-05 hartree
s level: k 0.247458, kappa 0.314269 /bohr
s level, j=80: (E_h-E)/h and -V0 u(a)^2 (1/2-theta), hartree/bohr
  theta 0.00: -0.004644, -0.004645
  theta 0.25: -0.002345, -0.002323
  theta 0.50: -0.000030, -0.000000
  theta 0.75: 0.002300, 0.002323
  theta 0.95: 0.004176, 0.004181
midpoint edge, j=40: sweep E -0.098779531142 hartree
  dense matrix E -0.098779531142 hartree
  match at node 30 instead of 40: E -0.098779531142 hartree
  error -1.483391e-05, residual identity -1.483391e-05 hartree
p level, y_0=0 start: shifts -5.282e-07, -6.602e-08 hartree (j=40, 80); order 3.000
smooth well, width 1.0 bohr: E -0.0921800098 hartree (j=160)
  errors against j=160: -1.068e-07, -6.803e-09 hartree (j=20, 40); order 4.008
```
